# Stretched relaxation alone does not prove dynamic heterogeneity

**The argument under review.** The manuscript considers a polar polymer slightly above its glass transition. Its dielectric loss peak is about 2.2 decades wide at half height, against 1.14 decades for a Debye peak, and the dipole correlation follows a stretched exponential with exponent one half. The authors write this correlation as a sum of exponentials. They read the weights as the fractions of dipoles that relax at each rate, and conclude that the material is dynamically heterogeneous.

The decomposition is sound, but the reading of its weights is an added assumption. To see whether the data support it, I compare two models with the same correlation: one in which the dipoles differ, and one in which they do not.

## What the loss spectrum contains

Take classical dipoles that turn in a plane, with angle $\theta$ uniformly distributed at equilibrium. Let $\Delta\theta$ be the change of angle during a time $t$, and define

$$C(t)=\langle\cos\Delta\theta\rangle .$$

If different dipoles are uncorrelated on average, $C(t)$ is also the normalized correlation of the total polarization. In a weak field, and without local-field corrections, the fluctuation-dissipation theorem gives the normalized response function $-dC/dt$. Integration by parts then gives the loss divided by the relaxation strength:

$$\frac{\varepsilon''(\omega)}{\Delta\varepsilon}=-\int_0^\infty \frac{dC}{dt}\sin\omega t\,dt=\omega\int_0^\infty C(t)\cos\omega t\,dt .$$

The boundary term vanishes because $\sin 0=0$ and $C(\infty)=0$. The spectrum thus depends on the dynamics through $C$ alone, and two models with equal $C$ have equal spectra. The case at issue is

$$C(t)=e^{-\sqrt{t/\tau}} .$$

## A model in which the dipoles differ

Let each dipole diffuse freely, with a permanent diffusion constant $D$ of its own. Its angle change is Gaussian with variance $2Dt$. A Gaussian variable $X$ of zero mean obeys $\langle\cos X\rangle=e^{-\langle X^2\rangle/2}$, so this dipole relaxes as $e^{-Dt}$.

Choose $D=1/(2z^2\tau)$, where $z$ is a standard normal variable, and write $s=t/\tau$. The average over dipoles is

$$\langle e^{-Dt}\rangle=\sqrt{\frac2\pi}\int_0^\infty dz\,\exp\!\left(-\frac{z^2}{2}-\frac{s}{2z^2}\right).$$

Completing the square,

$$\frac{z^2}{2}+\frac{s}{2z^2}=\frac{y^2}{2}+\sqrt s,\qquad y=z-\frac{\sqrt s}{z}.$$

There remains $J=\int_0^\infty e^{-y^2/2}dz$. The substitution $z\to\sqrt s/z$ changes $y$ into $-y$ and $dz$ into $(\sqrt s/z^2)\,dz$. Half the sum of the two forms of $J$ is

$$J=\frac12\int_0^\infty\left(1+\frac{\sqrt s}{z^2}\right)e^{-y^2/2}dz=\frac12\int_{-\infty}^{\infty}e^{-y^2/2}dy=\sqrt{\frac\pi2},$$

because the bracket times $dz$ is $dy$. The prefactors cancel and $\langle e^{-Dt}\rangle=e^{-\sqrt{t/\tau}}$. Here the manuscript's reading is correct: every dipole is a Debye relaxer, and the weights count dipoles.

## A model in which they do not

Now let identical overdamped rotors form a long chain with torsional stiffness $\kappa$ and friction $\zeta$:

$$\zeta\dot\theta_n=\kappa(\theta_{n+1}+\theta_{n-1}-2\theta_n)+\xi_n,\qquad \langle\xi_n(t)\xi_m(t')\rangle=2\zeta kT\,\delta_{nm}\delta(t-t').$$

The coupling acts on the continuous angle, without reduction modulo $2\pi$. A mode of wave number $q$ has stiffness $\kappa(2-2\cos q)$, hence variance $kT/[\kappa(2-2\cos q)]$ by equipartition, and relaxation rate $\lambda_q=(\kappa/\zeta)(2-2\cos q)$. Summing over modes,

$$\langle\Delta\theta^2\rangle=2\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\frac{kT}{\kappa(2-2\cos q)}\left(1-e^{-\lambda_qt}\right).$$

For $t\gg\zeta/\kappa$ the small wave numbers dominate. Then $2-2\cos q\approx q^2$, and the limits may be moved to infinity. The integral needed is

$$I(\alpha)=\int_{-\infty}^{\infty}\frac{1-e^{-\alpha q^2}}{q^2}dq .$$

It satisfies $I(0)=0$ and $dI/d\alpha=\sqrt{\pi/\alpha}$, so $I=2\sqrt{\pi\alpha}$. With $\alpha=\kappa t/\zeta$,

$$\langle\Delta\theta^2\rangle=\frac{kT}{\pi\kappa}\,2\sqrt{\frac{\pi\kappa t}{\zeta}}=2\sqrt{\frac t\tau},\qquad \tau=\frac{\pi\kappa\zeta}{(kT)^2}.$$

The equations are linear and the noise is Gaussian, so $\Delta\theta$ is Gaussian and $C(t)=e^{-\langle\Delta\theta^2\rangle/2}=e^{-\sqrt{t/\tau}}$ again. For a discrete chain this holds well above the time $\zeta/\kappa$; for a ring of $N$ rotors it also requires $t\ll N^2\zeta/\kappa$. In an open chain the rotors near the ends have fewer neighbours to hold them and turn further, so the law applies only far from the ends. Below I use the limiting law at all times.

The chain has a broad spectrum of mode rates, but every rotor takes part in all the modes. No rotor is permanently fast or slow. A distribution of rates in $C$ is therefore not yet a distribution of dipoles.

The total polarization needs care, since neighbouring angles are correlated. I let each dipole point along its rotor or against it, at random. The product of two different signs then averages to zero and cross terms drop out. Simulated chains with random signs give a total-polarization correlation of 0.37 at $t=\tau$, with a sampling error of about 0.01, consistent with $e^{-1}=0.368$. With all dipoles aligned, the same chains give about 0.67. The counterexample thus needs an attachment that cancels the cross terms; random signs are a simple choice, and random attachment angles would also do.

## Models between the two

Let the angle be the sum of two independent parts: $\sqrt{1-h}$ times a chain angle, and a free diffusion with constant $h^2D$, where $0\le h\le1$. Both parts are symmetric, so their mean sines vanish and the mean cosine of the sum is the product of the mean cosines:

$$C(t)=e^{-(1-h)\sqrt{t/\tau}}\;e^{-\sqrt{h^2t/\tau}}=e^{-\sqrt{t/\tau}} .$$

The heterogeneous share $h$ has dropped out. The spectrum that the manuscript fits is compatible with any $h$ from 0 to 1.

Might another two-time quantity settle the matter? Consider $C_2=\langle\cos2\Delta\theta\rangle$. Doubling the angle multiplies each variance by four. The chain part gives $e^{-4(1-h)\sqrt s}$, and the diffusive part $\langle e^{-4h^2Dt}\rangle=e^{-2h\sqrt s}$, so that

$$\frac{\ln C_2}{\ln C}=4-2h .$$

This does separate members of the family, so the models agree in the dipole correlation and not in every two-time statistic. But the ratio is sensitive to the shape of the steps. Take identical dipoles that jump by $\pm90^\circ$ with equal chance, at random moments of mean rate $\nu$. Then $\langle\cos m\Delta\theta\rangle=\exp\{-\nu t[1-\cos(m\pi/2)]\}$, which is $e^{-\nu t}$ for $m=1$ and $e^{-2\nu t}$ for $m=2$. The ratio is 2, as for $h=1$, although no dipole differs from another. These jumps give simple exponentials, so they are no model of the manuscript's data; they show that a ratio of 2 by itself does not reveal persistent rates.

## A measurement that asks the right question

Heterogeneity means that a dipole found slow now will still be slow later. That requires two observations of the same dipole. Let a filter last a time $a$, followed by a wait $w$ and a probe $b$, all in units of $\tau$ from here on. Call the angle changes during filter and probe $\Delta_1$ and $\Delta_2$.

For the chain we need their covariance $k$. For any four numbers,

$$2(x_2-x_1)(x_4-x_3)=(x_4-x_1)^2+(x_3-x_2)^2-(x_4-x_2)^2-(x_3-x_1)^2 .$$

Let these be the angles at times $0$, $a$, $a+w$ and $a+w+b$. Each mean square is twice the root of the elapsed time, hence

$$k=\sqrt{a+w+b}+\sqrt w-\sqrt{w+b}-\sqrt{a+w} .$$

It is negative because the square root is concave: the chain tends to pull a rotor back. For $w\gg a,b$ it is a second difference of the square root, $k\approx-ab/(4w^{3/2})$, and the memory fades.

Next consider $\Delta_1\pm\Delta_2$. Half the variance of its chain part is $(1-h)(\sqrt a+\sqrt b\pm k)$. For given $D$ the diffusive changes are independent, with total variance $2h^2D(a+b)$ for either sign, $D$ being in units of $1/\tau$. Averaging over $D$,

$$\langle\cos(\Delta_1\pm\Delta_2)\rangle=\exp\!\left[-(1-h)(\sqrt a+\sqrt b\pm k)-h\sqrt{a+b}\right].$$

Half the sum of the two signs is $\langle\cos\Delta_1\cos\Delta_2\rangle$. Half the difference, lower sign minus upper, is $\langle\sin\Delta_1\sin\Delta_2\rangle$. Dividing both by $C(a)C(b)=e^{-\sqrt a-\sqrt b}$ gives

$$R=\frac{\langle\cos\Delta_1\cos\Delta_2\rangle}{C(a)C(b)}=e^{hg}\cosh[(1-h)k],$$

$$S=\frac{\langle\sin\Delta_1\sin\Delta_2\rangle}{C(a)C(b)}=e^{hg}\sinh[(1-h)k],\qquad g=\sqrt a+\sqrt b-\sqrt{a+b}.$$

Since $\cosh^2x-\sinh^2x=1$,

$$R^2-S^2=e^{2hg},\qquad h=\frac{\ln(R^2-S^2)}{2g}.$$

Within this family the memory cancels at every wait, and the share $h$ can be read off.

For $h=1$ the excess has a direct meaning. A dipole with constant $D$ contributes $e^{-Da}e^{-Db}$. With $a=b$,

$$\langle\cos\Delta_1\cos\Delta_2\rangle-C(a)^2=\langle e^{-2Da}\rangle-\langle e^{-Da}\rangle^2,$$

which is the variance, over dipoles, of their individual correlation functions.

## The numbers for the case at hand

I take $T=315$ K, $\tau=1$ s, and a filter and probe of 1 s each. Then $g=2-\sqrt2=0.586$. The values of $R$ are:

| Wait | $h=0$ | $h=0.5$ | $h=1$ |
|---|---|---|---|
| 0.1 s | 1.056 | 1.359 | 1.796 |
| 1 s | 1.005 | 1.342 | 1.796 |
| 10 s | 1.000 | 1.340 | 1.796 |

All nine entries belong to the same loss spectrum, with its peak at 0.117 Hz and a width of 2.19 decades. After a 10 s wait the unnormalized cosine correlation is 0.243 for $h=1$ and 0.135 for $h=0$. The difference, 0.108, is the variance just described; its root, 0.33, is the spread of the single-dipole correlations around their mean of 0.37.

The first row contains a warning. For $h=0$ and a wait of 0.1 s, $R$ exceeds 1 although the rotors are identical. The cause is the chain's memory, $k=-0.332$, which gives $\cosh k=1.056$. A small excess at short wait is therefore no proof of heterogeneity either. The sine correlation exposes the memory: $S=-0.338$ for $h=0$, while $S=0$ for $h=1$.

Simulated trajectories with $h=0.5$ and this short wait show how the two combine. They give $C(1\,\mathrm s)=0.3675$, a cosine correlation of 0.1843 and a sine correlation of $-0.0303$. Hence

$$R^2-S^2=\frac{0.1843^2-0.0303^2}{0.3675^4}\approx1.81,\qquad h\approx\frac{\ln1.81}{2\times0.586}\approx0.51 .$$

For input shares 0 and 1 the same procedure returns 0.001 and 0.997.

The result can also be put as a filtered relaxation time. For $h=1$ the correlation in the probe, weighted by the filter and normalized to its value at $t=0$, is

$$\frac{\langle e^{-D(a+t)}\rangle}{\langle e^{-Da}\rangle}=e^{\sqrt a-\sqrt{a+t}} .$$

It reaches $1/e$ when $\sqrt{a+t}=1+\sqrt a$, that is, at $t=1+2\sqrt a$. A 1 s filter lengthens the $1/e$ time from 1 s to 3 s. For $h=0$ after a 10 s wait it remains 1.000 s: the filter has found no slow dipoles, because there are none to find. The filter is a weighting by $\cos\Delta_1$, which can be negative for a single dipole. Its mean at given $D$ is $e^{-Da}$, and this favours the slow ones.

The filter length matters. As $a=b\to0$, $g=(2-\sqrt2)\sqrt a$ vanishes and nothing is selected. For long filters $R$ grows if $h>0$, but the correlations themselves become too small to measure. The chain's memory then raises $R$ for $h=0$ as well, unless the wait is long enough to make $|k|\ll1$; for long filters this needs $w^{3/2}\gg ab/4$, which is more than $w\gg a,b$. At long wait the difference between $h=1$ and $h=0$ is $e^{-\sqrt{2a}}-e^{-2\sqrt a}$. Setting its derivative with respect to $\sqrt a$ to zero gives $e^{(2-\sqrt2)\sqrt a}=\sqrt2$, or

$$\sqrt a=\frac{\ln2}{2(2-\sqrt2)},$$

which is 0.59, so that $a=0.35$. The largest absolute contrast thus comes from a filter of about a third of $\tau$.

## When the rates themselves change

Permanent rates are an idealization. Suppose that each dipole of the $h=1$ model redraws its $D$ at random moments, on average once per $\tau_{\rm ex}$. Let $C_{\rm ex}$ be the new correlation and $F(w)=\langle\cos\Delta_1\cos\Delta_2\rangle$. With probability $e^{-w/\tau_{\rm ex}}$ no redraw falls in the wait, and the average is the one for zero wait. Otherwise filter and probe are independent. Therefore

$$F(w)=C_{\rm ex}(a)C_{\rm ex}(b)+e^{-w/\tau_{\rm ex}}\left[F(0)-C_{\rm ex}(a)C_{\rm ex}(b)\right],$$

and $R-1$, now normalized by $C_{\rm ex}$, decays as $e^{-w/\tau_{\rm ex}}$.

With the distribution of $D$ held fixed and $\tau_{\rm ex}=10$ s, $R$ falls from 1.69 at a wait of 1 s to 1.28 at 10 s. With $\tau_{\rm ex}=100$ s it is still 1.72 at 10 s. Exchange also alters the two-time correlation: for $\tau_{\rm ex}=10$ s, $C(10\,\mathrm s)$ drops from 0.042 to 0.023, since slow dipoles get a chance to become fast. The models then no longer share one spectrum, and readjusting the distribution can restore it at best approximately. With exchange at a finite rate no dipole stays slow for ever, so the correlation eventually falls at least as fast as some exponential, whereas $e^{-\sqrt{t/\tau}}$ falls more slowly than any.

The useful wait is longer than the memory of the homogeneous motion and shorter than the exchange time. If no such window exists, the long-wait test cannot decide. The combination $R^2-S^2$ removes the memory at short wait, but its value of 1 for identical dipoles was derived for Gaussian angle changes. It also holds for the $\pm90^\circ$ jumps above, where filter and probe are independent. Homogeneous motion of another kind need not obey it. What holds more generally is that, if filter and probe become independent at long wait, $R$ tends to 1. An excess that survives a wait $w$ shows that something about the dipole's motion is remembered for at least that long.

## Relation to a real polymer

The exponent 0.5, $\tau=1$ s and 315 K are rough typical values for poly(vinyl acetate) slightly above its glass transition. The chain is not a model of its chemistry: the stiffness of $10\,kT$, or 271 meV, was chosen for convenience, and it sets $\zeta/\kappa=3.2$ ms. At this stiffness the chance that two neighbours differ by more than $\pi$ at a given instant is about $3\times10^{-23}$, a figure that holds within the harmonic model itself. A periodic torsion $\kappa(1-\cos\phi)$ of the same stiffness, $\phi$ being the angle between neighbours, has a barrier of $20\,kT$ and a Boltzmann factor $e^{-20}\approx2\times10^{-9}$. That is much larger but still negligible, so the unreduced angle is a consistent choice. A dipole of 2 debye in 0.01 MV/cm has an energy of $1.5\times10^{-3}\,kT$, which supports the linear response used here. An uneven sample temperature would imitate heterogeneity. If $\tau$ changes by 90 decades per unit of $T_g/T$, a rough value, an rms spread of 0.1 K gives a spread of 0.066 in $\ln\tau$ and a false excess $R-1$ of about $10^{-3}$ for $h=0$, far below the 0.80 of the $h=1$ model. Exchange of the rates can change $R$ far more than this: at a 10 s wait, an assumed exchange time of 10 s lowers $R$ from 1.80 to 1.28, and one of 1 s, equal to $\tau$ itself, would leave no measurable excess. The exchange time of the real polymer must therefore be known or measured before a missing excess is read as homogeneity. Real segments also turn in three dimensions, which changes the formulas by an amount not estimated here.

## Recommendation

The data establish a non-exponential correlation of the total polarization, and the manuscript should claim that much. To read it as the correlation of single dipoles, the authors must assume or show that cross terms between dipoles are negligible or have the same time dependence as the single-dipole terms. To claim heterogeneity, the authors need a measurement that follows the same dipoles through a selection and a later probe, which a linear loss spectrum does not do. The four-time correlations above are one such measurement, provided that they are averages over single dipoles. The total polarization of many independent dipoles fluctuates almost as a Gaussian variable, so its own four-time correlation adds almost nothing to $C$. If the single-dipole correlations are used, both the cosine and the sine correlation should be reported for several waits. A cosine excess would support their conclusion if it persists after the sine correlation has died away and at waits well beyond the time in which a dipole forgets its orientation completely, including the axis along which it lies. The second condition is needed because identical dipoles whose jump rate depends on their orientation can show an excess without any sine correlation for as long as that orientation is remembered. The decay of $C$ alone does not give this time: a dipole may reverse quickly while its axis turns slowly. The decay of a long-lived excess with the wait would show how fast the memory of the rates is lost. It need not equal the time for which the slow dipoles keep their rates. With only two rates, kept on average for 30 s (slow) and 10 s (fast), the excess decays at the sum of the two leaving rates, $1/30+1/10$ per second. Its decay time of 7.5 s is shorter than either dwell time and does not tell which state lasts longer. The computed values quoted in this report come from the numerical check or follow from its output or the formulas above by simple arithmetic. The exception is the sampling error of the total polarization, which is estimated from the scatter between simulated chains.

## Values computed for the example and the checks

```
Temperature 315 K, kT = 27.14 meV
tau = 1.0 s; filter = probe = 1.0 s
Chain stiffness = 271.4 meV/rad^2
Chain time friction/stiffness = 3.18 ms
C(1 s) = 0.3679, C(10 s) = 0.0423
Loss peak: 0.1173 Hz, omega*tau = 0.7370
Loss peak height / relaxation strength = 0.2735
Loss full width at half height = 2.189 decades
Debye full width = 1.144 decades
Closed forms, filter = probe = 1 s:
 wait 0.1 s: memory k = -0.33225 rad^2
  h=0.0: CC=0.1429 SS=-0.04580 R=1.0557 S=-0.3384
  h=0.5: CC=0.1839 SS=-0.03027 R=1.3588 S=-0.2237
  h=1.0: CC=0.2431 SS=-0.00000 R=1.7964 S=-0.0000
 wait 1.0 s: memory k = -0.09638 rad^2
  h=0.0: CC=0.1360 SS=-0.01306 R=1.0046 S=-0.0965
  h=0.5: CC=0.1816 SS=-0.00874 R=1.3419 S=-0.0646
  h=1.0: CC=0.2431 SS=-0.00000 R=1.7964 S=-0.0000
 wait 10.0 s: memory k = -0.00687 rad^2
  h=0.0: CC=0.1353 SS=-0.00093 R=1.0000 S=-0.0069
  h=0.5: CC=0.1814 SS=-0.00062 R=1.3403 S=-0.0046
  h=1.0: CC=0.2431 SS=-0.00000 R=1.7964 S=-0.0000
Sampled trajectories (2000 rings of 2048), wait 0.1 s:
 h=0.0: C(1 s)=0.3680+-0.0012, rank-2 C(1 s)=0.0183+-0.0008
  CC=0.1430+-0.0008 SS=-0.0459+-0.0008 recovered h=0.001
 h=0.5: C(1 s)=0.3675+-0.0006, rank-2 C(1 s)=0.0499+-0.0005
  CC=0.1843+-0.0005 SS=-0.0303+-0.0004 recovered h=0.508
 h=1.0: C(1 s)=0.3681+-0.0003, rank-2 C(1 s)=0.1354+-0.0003
  CC=0.2430+-0.0003 SS=-0.0001+-0.0002 recovered h=0.997
Rank ratio ln C2/ln C1 of 90-degree jumps = 2.000
Rms spread of single-dipole C(1 s), h=1: 0.3283
Filtered 1/e time, h=1: 3.000 s
Filtered 1/e time, h=0, wait 10 s: 1.000 s
Rate exchange, h=1:
 exchange time 10 s: C(1 s)=0.3578, C(10 s)=0.0227
  R at waits 0.1, 1, 10 s: 1.7574, 1.6922, 1.2814
 exchange time 100 s: C(1 s)=0.3668, C(10 s)=0.0397
  R at waits 0.1, 1, 10 s: 1.7924, 1.7853, 1.7177
Temperature spread 0.1 K, steepness 90: rms ln(tau) = 0.0658
 false excess R-1 for h=0 = 1.08e-03
Dipole 2 D in 0.01 MV/cm: energy/kT = 1.53e-03
Chance of neighbour angle beyond pi = 2.9e-23
Total-polarization C(1 s), random signs: 0.367 (sampled)
Total-polarization C(1 s), aligned: 0.6778 (sampled 0.669)
```
